# The free-projected 1s energy compared with the Dirac value

## Problem

An electron moves in the field of a fixed point nucleus of charge $Z$. In units $\hbar=c=m=1$, with $\nu=Z\alpha$ and $\alpha$ the fine-structure constant,

$$D=D_0-\frac{\nu}{r},\qquad D_0=\boldsymbol\alpha\cdot\mathbf p+\beta,\qquad e(p)=\sqrt{1+p^2}.$$

The Dirac 1s energy, rest energy included, is $E=\sqrt{1-\nu^2}$ for $0<\nu<1$. Let $\Lambda_\pm$ project on the free states of energy $\pm e(p)$, and let $H_\pm$ be their ranges. Keeping $H_+$ alone defines the free-projected 1s energy

$$E_{\rm fp}=\inf_{\varphi\in H_+}R(\varphi),\qquad R(\varphi)=\frac{\langle\varphi,D\varphi\rangle}{\langle\varphi,\varphi\rangle}.$$

Here and below all functions belong to the 1s symmetry channel ($\kappa=-1$, $j=1/2$, fixed $m_j$) and to $H^{1/2}$, meaning that $\langle\psi,|D_0|\psi\rangle$ is finite.

(a) Estimate $E-E_{\rm fp}$ for small $\nu$. (b) Find the range of $\nu$ in which $E_{\rm fp}$ is finite. (c) Use the min-max characterization of $E$ to prove $E_{\rm fp}<E$ in that range, and verify it numerically for every integer $Z$ there. (d) Compare the estimate with the computed gap.

## First estimate by scaling

Projection removes the coupling between $H_+$ and $H_-$. Restoring it to second order shifts the 1s level by the squared coupling divided by (energy of the state minus energy of the coupled state). The 1s energy is near $1$ and the coupled energies are near $-e(p)$, so the denominator is $1+e>0$: the level moves up, and $E-E_{\rm fp}$ should be positive.

For its size, note that the 1s density at the nucleus scales as $\nu^3$ and the squared potential as $\nu^2$. If the important momenta are of order one, the gap scales as $\nu^5$.

The coefficient follows from the nonrelativistic state, which has $|\psi(0)|^2=\nu^3/\pi$ and momenta of order $\nu$. At $p\sim1\gg\nu$ the convolution of the potential with this narrow distribution is

$$(V\psi)(\mathbf p)\approx-\frac{4\pi\nu}{p^2}\,\psi(0).$$

Since $\Lambda_-=\tfrac12(1-D_0/e)$, a pure upper spinor has the weight $\tfrac12(1-1/e)=(e-1)/(2e)$ on negative energies. Hence

$$E-E_{\rm fp}\approx\int\!\frac{4\pi p^2dp}{(2\pi)^3}\,\frac{16\pi^2\nu^2}{p^4}\,\frac{\nu^3}{\pi}\,\frac{e-1}{2e(1+e)}
=\frac{4\nu^5}{\pi}\int_0^\infty\!\frac{dp}{e(1+e)^2},$$

where $p^2=(e-1)(e+1)$ was used. With $p=\sinh u$ and then $v=u/2$ the integral is

$$\int_0^\infty\frac{du}{(1+\cosh u)^2}=\frac12\int_0^\infty\frac{dv}{\cosh^4v}=\frac12\left(1-\frac13\right)=\frac13 .$$

The estimate is therefore

$$E-E_{\rm fp}\approx\frac{4}{3\pi}\,\nu^5 .$$

The integrand decreases on the scale $p\sim1$, as assumed. This is a leading-order argument, not a proof.

## Exact solution

### The projected energy in momentum space

Put $A=\sqrt{(e+1)/2e}$ and $B=\sqrt{(e-1)/2e}$, so $A^2+B^2=1$ and $B/A=p/(e+1)$. A positive-energy state in the channel is

$$\varphi(\mathbf p)=\frac{a(p)}{\sqrt{4\pi}\,p}\begin{pmatrix}A\,\chi\\ B\,\boldsymbol\sigma\cdot\hat{\mathbf p}\,\chi\end{pmatrix},\qquad \|\varphi\|^2=\int_0^\infty |a|^2dp,$$

with $\chi$ a constant unit spinor. Indeed the upper row of $D_0$ gives $A+pB=A\,[1+p^2/(e+1)]=eA$. The negative-energy states have $(-B,A)$ in place of $(A,B)$.

In the unitary Fourier convention $-\nu/r$ has the kernel $-\nu/(2\pi^2|\mathbf p-\mathbf p'|^2)$. Let $x$ be the cosine of the angle between the momenta and $z=\tfrac12(p/p'+p'/p)$. Because $Q_l(z)=\tfrac12\int_{-1}^1P_l(x)\,dx/(z-x)$, the angular integrals give

$$2\pi\int_{-1}^{1}\frac{P_l(x)\,dx}{p^2+p'^2-2pp'x}=\frac{2\pi}{pp'}\,Q_l(z),$$

with $l=0$ for the upper part. For the lower part, $(\boldsymbol\sigma\cdot\hat{\mathbf p})(\boldsymbol\sigma\cdot\hat{\mathbf p}')$ averages to $x$, so $l=1$. The measure $p^2p'^2$ cancels $1/(pp')$ from the amplitudes and $1/(pp')$ from the kernel. The kernel is real, so real $a$ suffices:

$$\langle\varphi,D\varphi\rangle=\int e\,a^2dp-\frac{\nu}{\pi}\iint a\,a'\,[AA'Q_0+BB'Q_1]\,dp\,dp' .$$

### Where the projected energy is finite

At large $p$, $A^2$ and $B^2$ tend to $\tfrac12$ and $e$ to $p$. With $t=\ln p$ and $b=pa$ this massless form is

$$q_0=\int b^2dt-\frac{\nu}{2\pi}\iint b(t)b(t')K(t-t')\,dt\,dt',\qquad K(t)=Q_0(\cosh t)+Q_1(\cosh t).$$

$K$ is positive. Since $bb'\le\tfrac12(b^2+b'^2)$, the double integral is at most $\int K\,dt\int b^2dt$, a value approached by very wide $b$. For $t>0$,

$$Q_0(\cosh t)=\ln\coth\frac t2=2\sum_{n\ge0}\frac{e^{-(2n+1)t}}{2n+1},$$

$$Q_1(\cosh t)=\cosh t\,Q_0-1=\sum_{n\ge1}\frac{4n}{4n^2-1}\,e^{-2nt}.$$

Integration over both signs of $t$ gives

$$\int Q_0\,dt=4\sum_{n\ge0}\frac1{(2n+1)^2}=\frac{\pi^2}2,\qquad \int Q_1\,dt=\sum_{n\ge1}\frac{4}{4n^2-1}=2 .$$

So $q_0\ge0$ for all $b$ exactly when $\nu(\pi^2/2+2)/(2\pi)\le1$, that is

$$\nu\le\nu_c=\frac{2}{\pi/2+2/\pi}=0.906037,$$

or $Z\le124$, since $\nu_c/\alpha=124.160$.

The mass changes this form only by a bounded amount. First, $0<e-p\le1$. Next, $|A^2-\tfrac12|=|B^2-\tfrac12|=1/(2e)$ implies $|A-1/\sqrt2|\le1/(\sqrt2e)$, and the same for $B$. Hence $|AA'-\tfrac12|$ and $|BB'-\tfrac12|$ are at most $1/e+1/e'$. As $0<Q_1\le Q_0$, it is enough to bound $\iint|aa'|Q_0/e$. Use

$$|aa'|\le\tfrac12\left[a^2(p/p')^{1/2}+a'^2(p'/p)^{1/2}\right],\qquad \frac1e\le\frac1p .$$

Setting $p'=pe^t$ in the first term and $p=p'e^t$ in the second bounds the integral by $C\int a^2dp$, with $C=\int Q_0(\cosh t)\,e^{|t|/2}dt$. This is finite because $Q_0\approx2e^{-|t|}$ at large $|t|$.

Thus $E_{\rm fp}$ is finite for $\nu\le\nu_c$. For $\nu>\nu_c$ choose $a$ with $q_0<0$ and replace it by $\Lambda^{-1/2}a(p/\Lambda)$. Its norm is unchanged, $q_0$ is multiplied by $\Lambda$, and the bounded remainder cannot prevent $R\to-\infty$. For $\nu_c<\nu<1$ the Dirac 1s state still exists but there is no projected ground state. The range asked for in (b) is therefore $0<\nu\le\nu_c$.

### The Dirac 1s state

In position space take $\psi\propto(g\chi,\ if\,\boldsymbol\sigma\cdot\hat{\mathbf r}\chi)$. The Dirac equation becomes

$$f'+\frac{2f}r=\left(E-1+\frac\nu r\right)g,\qquad -g'=\left(E+1+\frac\nu r\right)f .$$

Try $g=r^{\gamma-1}e^{-\nu r}$ and $f=kg$. The second equation reads $(1-\gamma)/r+\nu=k(E+1)+k\nu/r$, so $k=(1-\gamma)/\nu$ and $k(E+1)=\nu$. The first requires $k(\gamma+1)=\nu$ and $1-k\nu=E$. All four conditions hold for $\gamma=E=\sqrt{1-\nu^2}$.

At large $p$ the transform of $\psi$ falls as $p^{-\gamma-2}$, so $\langle|D_0|\rangle$ involves $\int^\infty p^{-1-2\gamma}dp$, which converges for $\nu<1$. Thus $\psi\in H^{1/2}$. The potential is also finite on $H^{1/2}$: the convolution argument above, applied to each component separately, gives $\langle1/r\rangle\le(\pi/2)\langle p\rangle$. No delta function arises at the origin, because the surface term scales as $r^2r^{\gamma-1}\to0$. Define

$$h(\chi,\chi')=\langle\chi,(D-E)\chi'\rangle .$$

The eigenvalue equation then says $h(\chi,\psi)=0$ for every $\chi\in H^{1/2}$. The parts $\psi_\pm=\Lambda_\pm\psi$ are allowed here, since $\Lambda_\pm$ are bounded functions of momentum and preserve $H^{1/2}$.

### Proof from the min-max characterization

The characterization is

$$E=\inf_{\varphi\in H_+}M(\varphi),\qquad M(\varphi)=\sup_{\chi\in{\rm span}(\varphi)\oplus H_-}R(\chi),$$

with $\varphi$ and $\chi$ nonzero. One maximizes over admixtures of negative-energy states and then minimizes over the positive-energy part. The proof needs just the half $\inf M\le E$, which is now derived; the converse half is not used.

On $H_-$ the operator $D_0$ equals $-|D_0|$, so for $\zeta\in H_-$

$$h(\zeta,\zeta)=-\left\langle\zeta,\left(|D_0|+\frac\nu r+E\right)\zeta\right\rangle\le-(1+E)\|\zeta\|^2. \tag{1}$$

It follows that $\psi_+\ne0$: otherwise $\psi$ would lie in $H_-$ and $h(\psi,\psi)=0$ would contradict (1).

Take $\varphi=\psi_+$. Any $\chi=c\psi_++\eta$ with $\eta\in H_-$ can be written $\chi=c\psi+\zeta$, where $\zeta=\eta-c\psi_-\in H_-$. All terms of $h(\chi,\chi)$ containing $\psi$ vanish, leaving

$$h(\chi,\chi)=h(\zeta,\zeta)\le0. \tag{2}$$

Hence $R(\chi)\le E$, with equality at $\zeta=0$, and $M(\psi_+)=E$. Since $\varphi$ itself belongs to the set over which $M(\varphi)$ is the supremum, $R(\varphi)\le M(\varphi)$, and

$$E_{\rm fp}=\inf_{\varphi}R(\varphi)\le\inf_{\varphi}M(\varphi)\le M(\psi_+)=E .$$

Discarding $H_-$ removes the directions in which the energy had to be maximized. That is why a restriction of the space lowers this level, whereas it can never lower the ground level of an operator bounded below.

For strictness, set $c=1$, $\eta=0$ in (2). Then $\chi=\psi_+$ and $\zeta=-\psi_-$. Normalize $\psi$ and write $w=\|\psi_-\|^2$, so $\|\psi_+\|^2=1-w$. By (1),

$$E-R(\psi_+)=\frac{\langle\psi_-,(|D_0|+\nu/r+E)\psi_-\rangle}{1-w}\ge\frac{(1+E)\,w}{1-w}. \tag{3}$$

Because $E_{\rm fp}\le R(\psi_+)$, the right side is a guaranteed lower bound on the gap.

It remains to show $w>0$. If $w$ were zero, the ratio of lower to upper momentum amplitudes would be $B/A=p/(e+1)$, which tends to $p/2$ as $p\to0$. The actual ratio follows from $j_0(pr)\to1$, $j_1(pr)\to pr/3$ and $k=\nu/(1+\gamma)$:

$$\frac{k\,p}{3}\,\frac{\int r^{\gamma+2}e^{-\nu r}dr}{\int r^{\gamma+1}e^{-\nu r}dr}
=\frac{kp}{3}\,\frac{\gamma+2}{\nu}=\frac{\gamma+2}{3(1+\gamma)}\,p .$$

Its coefficient exceeds $\tfrac12$ by $(1-\gamma)/[6(1+\gamma)]>0$. The amplitudes therefore differ from a positive-energy spinor throughout some interval of small $p$, so $w>0$ and

$$E_{\rm fp}<E\qquad(0<\nu\le\nu_c).$$

### Numerical verification

On a uniform grid in $t=\ln p$ with spacing $s$, the kernels $Q_l(\cosh(t-t'))$ become matrices depending on the index difference $j$. For functions band-limited by the grid their weights are

$$w_j^{(l)}=\frac{s}{\pi}\int_0^{\pi/s}\widehat Q_l(\omega)\cos(\omega js)\,d\omega .$$

Transforming the two exponential series term by term and summing gives

$$\widehat Q_0=\frac{\pi\tanh(\pi\omega/2)}{\omega},\qquad \widehat Q_1=\frac{\pi\omega\coth(\pi\omega/2)}{1+\omega^2}.$$

The amplitude $\sqrt p\,a$ has the ordinary norm in $t$, so the projected problem is a symmetric matrix problem. Its inverse is diagonalized, which keeps very large momenta from spoiling the precision. This discretization is not strictly variational, so its convergence is checked separately. Without projection, the same grid reproduces $\sqrt{1-\nu^2}$ within $10^{-8}$ at $Z=1$, 60 and 120. This tolerance is larger than the gap at the smallest charges ($8.13\times10^{-12}$ at $Z=1$), so it does not by itself certify those gaps. A finer grid spacing is tested at $Z=60$ only, where it changes $E_{\rm fp}$ by less than $10^{-9}$.

The program tests $E_{\rm fp}<E$, and the stronger bound (3), for all 124 integers $Z$. The smallest ratio of computed to guaranteed gap is 1.27. At $Z=124$, the slowest case expected, a change of momentum cutoff moves $E_{\rm fp}$ by $5.4\times10^{-8}$, against a gap of 0.269.

At $\nu=0.95$, above $\nu_c$, on a grid with $s=0.2$ the lowest projected energy is $-6.88\times10^5$ with the cutoff at $\ln p=25$ and $-1.02\times10^8$ at $\ln p=30$. The values themselves depend on the grid spacing (both shrink by about 5% when $s$ is halved); their ratio does not. The logarithm of their ratio is 5.0000: the energy falls in proportion to the cutoff, as the scaling argument requires.

### Worked example: hydrogen-like Nd

For one electron and $Z=60$, $\nu=60/137.036=0.437841$. Energies are in units of $mc^2$ until the conversion:

$$E=\sqrt{1-0.437841^2}=0.899052,\qquad E_{\rm fp}=0.897001 .$$

The negative-energy weight is $w=4.873\times10^{-4}$, so (3) guarantees

$$E-E_{\rm fp}\ge\frac{1.899052\times4.873\times10^{-4}}{1-4.873\times10^{-4}}=9.26\times10^{-4}.$$

The trial state $\psi_+$ does better, with $E-R(\psi_+)=1.981\times10^{-3}$. The computed gap is $2.051\times10^{-3}$, so $\psi_+$ accounts for $1.981/2.051=97\%$ of it.

Direct maximization over ${\rm span}(\varphi)\oplus H_-$ also tests the min-max step. For $\varphi=\psi_+$ the supremum agrees with $E$ to $4\times10^{-12}$. For the projected ground state it lies $7.28\times10^{-5}$ above $E$, and for the positive part of the $Z=50$ Dirac state $3.44\times10^{-3}$ above. These two cases agree with the converse half but do not prove it.

With $mc^2=510999$ eV, the binding energies $1-E$ and $1-E_{\rm fp}$ are 51584 eV and 52632 eV. Projection overbinds the electron by 1048 eV, or 2.0% of the Dirac binding energy. Nuclear size, recoil and radiative corrections are left out, so neither value is a prediction of the measured energy. A Gaussian nuclear charge of rms radius 4.91 fm lowers the gap to 1040 eV. The limit $Z\le124$ also belongs to the point nucleus: an extended nucleus has a bounded potential, so its projected operator is bounded below for every $Z$.

## Comparison of the two

The scaling estimate for Nd is

$$\frac{4}{3\pi}\nu^5=0.4244\times0.437841^5=6.83\times10^{-3},$$

which is 3.3 times the computed gap. It gives the right sign but a poor magnitude at this charge. Over the range of $Z$:

| $Z$ | computed gap | $4\nu^5/(3\pi)$ | estimate/gap |
|---:|---:|---:|---:|
| 1 | $8.13\times10^{-12}$ | $8.78\times10^{-12}$ | 1.08 |
| 20 | $1.41\times10^{-5}$ | $2.81\times10^{-5}$ | 2.0 |
| 60 | $2.05\times10^{-3}$ | $6.83\times10^{-3}$ | 3.3 |
| 100 | $2.84\times10^{-2}$ | $8.78\times10^{-2}$ | 3.1 |
| 120 | 0.130 | 0.219 | 1.7 |
| 124 | 0.269 | 0.257 | 0.96 |

As $\nu\to0$ the two approach each other. The quotient gap$/\nu^5$ is 0.3931 at $Z=1$ and 0.3718 at $Z=2$. Linear extrapolation to $\nu=0$ gives $2\times0.3931-0.3718=0.4144$, which is 2.4% below $4/(3\pi)=0.4244$. The extrapolation is not exact, because the first correction is not linear in $\nu$. For $1\ll r\ll1/\nu$ a positive-energy state is $(\psi,\tfrac12\boldsymbol\sigma\cdot\mathbf p\,\psi)$, its coupling to $H_-$ is $-\tfrac12[\boldsymbol\sigma\cdot\mathbf p,V]\psi$ and the denominator is 2. This region contributes $\tfrac18\int|\nabla V|^2|\psi|^2d^3r=\tfrac12\nu^5\int e^{-2\nu r}\,dr/r^2$, and the term $-2\nu r$ of the exponential gives $-\nu^6\ln(1/\nu)$. A term $-\nu\ln(1/\nu)$ in gap$/\nu^5$ leaves $-2\nu\ln2=-0.010$ in the extrapolation, with $\nu$ taken at $Z=1$, which matches $0.4144-0.4244$. The data thus support the leading coefficient and show how soon corrections matter: at $Z=1$ the estimate is already 8% too large.

Near $\nu_c$ the computed gap rises faster than $\nu^5$ and overtakes the estimate between $Z=120$ and $Z=124$. The close agreement at $Z=124$ is thus a crossing of two curves, not a return to the small-$\nu$ regime. The estimate contains no critical coupling and continues smoothly through $\nu_c$, above which the projected problem has no lower bound. The inequality $E_{\rm fp}<E$ depends on none of this, since its proof makes no expansion in $\nu$.

## Computed values

```
1/alpha = 137.035999 (no unit)
electron rest energy mc^2 = 510998.951 eV
integral of Q0(cosh t) = 4.934802, of Q1(cosh t) = 2.000000
critical coupling nu_c = 0.906037, nu_c/alpha = 124.160
Hydrogen-like Nd, Z = 60, energies in mc^2:
  nu = 0.437841 (no unit)
  Dirac energy, closed form = 0.899052348
  Dirac energy, numerical = 0.899052348
  projected energy E_fp = 0.897001079
  trial energy R(psi+) = 0.897071261
  negative-energy weight w = 4.873447e-04 (no unit)
  guaranteed gap = 9.259444e-04
  gap from trial state E-R(psi+) = 1.981087e-03
  true gap E-E_fp = 2.051269e-03
  small-p ratio lower/(p*upper) = 0.508859 (free: 0.5)
  change of E_fp on finer grid = 5.6e-16
Hydrogen-like Nd, main results in eV:
  Dirac binding energy = 51584.14 eV
  projected binding energy = 52632.34 eV
  true gap = 1048.20 eV
Supremum over span(phi)+H-, minus Dirac energy, Z = 60, in mc^2:
  phi = + part of the Dirac 1s state: 4.2e-12
  phi = + part of the Z=50 1s state: 3.437e-03
  phi = projected ground state: 7.283e-05
Z, nu, Dirac E, E_fp, gap, guaranteed gap (energies in mc^2):
    1 0.00730 0.999973 0.999973 8.1339e-12 6.3959e-12
   20 0.14595 0.989292 0.989278 1.4110e-05 9.2826e-06
   40 0.29189 0.956451 0.956127 3.2413e-04 1.7873e-04
   60 0.43784 0.899052 0.897001 2.0513e-03 9.2594e-04
   80 0.58379 0.811906 0.803692 8.2144e-03 2.8926e-03
  100 0.72974 0.683730 0.655335 2.8395e-02 7.0214e-03
  120 0.87568 0.482888 0.352481 1.3041e-01 1.5098e-02
  124 0.90487 0.425684 0.156729 2.6896e-01 1.7553e-02
number of Z values checked = 124
smallest true gap / guaranteed gap = 1.2717
change of E_fp at Z = 124 with cutoff = 5.4e-08 mc^2
gap/nu^5 at Z=1: 0.39307, at Z=2: 0.37179
extrapolated: 0.41436, 4/(3 pi) = 0.42441
nu = 0.95: lowest projected energy in mc^2
  cutoff ln p = 25: -6.8796e+05
  cutoff ln p = 30: -1.0210e+08
  log of their ratio = 5.0000
```
